Hückel transmission through benzene with ortho, meta and para contacts

**The problem**

A benzene ring is connected to two identical metallic leads. Each lead touches one carbon atom. The second contact can sit next to the first (ortho), two bonds away (meta) or opposite to it (para). Find the transmission probability T of an electron whose energy lies at the centre of the π band, and decide for which connections it vanishes.

The ring is treated in the Hückel model. Each carbon atom contributes one p_z orbital of energy α, and neighbouring orbitals are coupled by β < 0. Overlap between orbitals and repulsion between electrons are left out. With atoms numbered 1 to 6 around the ring,

H = α + βA,

where A_ij = 1 for neighbours and 0 otherwise. The first contact is on atom a = 1 and the second on atom b = 1 + r, with r = 1, 2, 3 for ortho, meta and para.

The orbitals of the ring are waves with amplitude e^(ikj)/√6 on atom j. Going once around must reproduce the amplitude, so k = 0, ±π/3, ±2π/3 or π. Each atom has two neighbours, which gives the energies

E_k = α + β(e^(ik) + e^(−ik)) = α + 2β cos k.

Measured from α in units of |β|, the levels are −2, −1 (twice), +1 (twice) and +2. The six π electrons of neutral benzene fill the lowest three orbitals. The band centre E = α is therefore also the middle of the gap between filled and empty levels.

The coupling to each lead is described by one energy Γ > 0, the same for both leads and at all energies. For numbers, take α = 0, β = −1 and Γ = 0.5|β|. These are round model parameters.

**A tempting solution**

No level lies at E = α, so the electron must cross by way of levels that are off resonance. For weak contacts, a level contributes to the crossing amplitude Γ times the product of its orbital amplitudes on the two contact atoms, divided by the distance of E from the level. This much is sound and will be derived below.

For a degenerate pair ±k the products add up to (e^(ikr) + e^(−ikr))/6 = 2 cos(kr)/6. With multiplicity m_k = 1 or 2, the contribution of a level at E = α, without the factor Γ, is

p_k = −m_k cos(kr) / [6(E_k − α)].

In units of 1/|β|, for the levels −2, −1, +1, +2 in this order, it has the values

ortho: +0.0833, +0.1667, +0.1667, +0.0833
meta: +0.0833, −0.1667, +0.1667, −0.0833
para: +0.0833, −0.3333, −0.3333, +0.0833.

The tempting step is to regard the levels as four separate channels and add their probabilities:

T = Γ² Σ p_k² (wrong).

Since 0.0833 = 1/12, 0.1667 = 1/6 and 0.3333 = 1/3, the sums are

ortho and meta: 2(1/144 + 1/36) = 5/72
para: 2(1/144 + 1/9) = 17/72.

With Γ² = 0.25 this gives T ≈ 0.017 for ortho and meta, and T ≈ 0.059 for para. The conclusion would be that no connection has a zero, and that ortho and meta conduct equally well.

**Where it fails**

The values p_k are correct. The fault is in squaring them before adding. An electron that has crossed the ring is in the same outgoing wave of the second lead, with the same energy, whichever level enters the sum. Nothing in the final state records a level. The contributions are parts of one amplitude, and they must be added with their signs before the square is taken:

ortho: 0.0833 + 0.1667 + 0.1667 + 0.0833 = +0.5
meta: 0.0833 − 0.1667 + 0.1667 − 0.0833 = 0
para: 0.0833 − 0.3333 − 0.3333 + 0.0833 = −0.5.

The meta amplitude vanishes, and the other two have equal size. It remains to derive the rule for the amplitude, and to find out whether the zero survives when the contacts are not weak.

**From the leads to a transmission formula**

Model each lead as a semi-infinite chain with sites n = 0, 1, 2, … counted away from the ring. Neighbouring chain sites are coupled by −h, with h > 0, and site 0 is coupled to its contact atom by τ. A wave e^(ikn) in the chain has an energy −2h cos k relative to the chain's site energy. In a very wide band, h is much larger than the energies of interest, so cos k ≈ 0 and k = π/2. This wide-band limit is taken with

Γ = 2τ²/h

held fixed. The velocity is proportional to dE/dk = 2h sin k, which is positive at k = π/2. Hence iⁿ travels away from the ring and (−i)ⁿ travels towards it.

Let a wave of unit amplitude arrive in the first lead. With reflection amplitude ρ and transmission amplitude t, the chain amplitudes are

first lead: ψ_n = (−i)ⁿ + ρ iⁿ
second lead: χ_n = t iⁿ.

Call the amplitudes on the ring φ_j. At k = π/2 the electron energy equals the site energy of the chain, so these terms cancel in the equation for site 0 of each chain. What is left is

0 = −hψ₁ + τφ_a, with ψ₁ = i(ρ − 1)
0 = −hχ₁ + τφ_b, with χ₁ = it.

Solving for the two amplitudes and using 1/i = −i,

ρ = 1 − iτφ_a/h
t = −iτφ_b/h.

The ring atoms a and b feel τψ₀ and τχ₀. Since ψ₀ = 1 + ρ and χ₀ = t,

τψ₀ = 2τ − i(τ²/h)φ_a = 2τ − i(Γ/2)φ_a
τχ₀ = −i(τ²/h)φ_b = −i(Γ/2)φ_b.

The equations for the ring are therefore

Eφ_j = Σ_l H_jl φ_l + δ_ja[2τ − i(Γ/2)φ_a] − δ_jb i(Γ/2)φ_b. (1)

The leads have two effects. They supply a source 2τ at atom a, and they add the imaginary energy Σ = −iΓ/2 at both contact atoms, which describes escape into the leads. Let P be the matrix with ones on the diagonal at a and b and zeros elsewhere, and define

G = (E − H − ΣP)⁻¹.

Equation (1) then says φ_b = 2τG_ba, so that

t = −i(2τ²/h)G_ba = −iΓG_ba
T = |t|² = Γ²|G_ba|². (2)

No velocity factor appears in T because both leads carry the wave at the same speed.

For weak contacts G_ba approaches the element g_ba of the isolated ring, g = (E − H)⁻¹, provided E is not at a level. Written in the orbitals of H, g_ba is a sum over levels of orbital products divided by E − E_k. This is the rule used above, and it shows that the sum stands inside the square.

**The isolated ring**

The sum over levels can be replaced by a closed form. Define the dimensionless energy y = (E − α)/β. Because β is negative, positive y means energies below α. Then E − H = β(y − A), and the numbers u_r = βg_r, where g_r joins atoms r bonds apart, form a column of (y − A)⁻¹.

A reflection through atoms 1 and 4 leaves the equations for this column unchanged, so atoms 2 and 6 have equal values, as have 3 and 5. Four equations remain:

yu₀ − 2u₁ = 1
yu₁ − u₀ − u₂ = 0
yu₂ − u₁ − u₃ = 0
yu₃ − 2u₂ = 0.

Start from the last one and write u₃ = 2c. Then

u₂ = yc
u₁ = yu₂ − u₃ = (y² − 2)c
u₀ = yu₁ − u₂ = y(y² − 3)c.

The first equation fixes c:

c[y²(y² − 3) − 2(y² − 2)] = c(y⁴ − 5y² + 4) = 1.

The bracket factorizes as d = (y² − 1)(y² − 4), so c = 1/d and

g_r = n_r/(βd), with n₀ = y(y² − 3), n₁ = y² − 2, n₂ = y, n₃ = 2. (3)

The zeros of d are the ring levels, as they should be. At the band centre y = 0 and d = 4, which gives

βg₀ = 0, βg₁ = −1/2, βg₂ = 0, βg₃ = +1/2.

With β = −1 these are the sums +0.5, 0 and −0.5 found from the levels.

**Contacts of any strength**

Multiplying (E − H − ΣP)G = 1 by g from the left gives G = g + gΣPG. Only the two contact atoms enter the correction, so two equations suffice:

G_aa = g₀ + Σ(g₀G_aa + g_rG_ba)
G_ba = g_r + Σ(g_rG_aa + g₀G_ba).

Let D = 1 − Σg₀ = 1 + iΓg₀/2. Since g₀ is real, D is never zero. The first equation gives G_aa = (g₀ + Σg_rG_ba)/D, hence

1 + ΣG_aa = (D + Σg₀ + Σ²g_rG_ba)/D = (1 + Σ²g_rG_ba)/D.

The second equation reads DG_ba = g_r(1 + ΣG_aa). Inserting the previous line and multiplying by D,

D²G_ba = g_r + Σ²g_r²G_ba.

With Σ² = −Γ²/4 the result is

G_ba = g_r / [(1 + iΓg₀/2)² + Γ²g_r²/4]. (4)

At the band centre g₀ = 0, and (2) becomes

T = Γ²g_r² / (1 + Γ²g_r²/4)².

For meta g_r = 0, so T = 0 for every finite Γ. For ortho and para g_r² = 1/(4β²). With x = Γ/(4|β|), Γ²g_r²/4 = x² and

T_ortho = T_para = 4x²/(1 + x²)², T_meta = 0. (5)

This answers the question: at the band centre, only the meta connection has a zero. The ortho and para values are positive for every finite Γ > 0. They are equal there although the contacts are one bond apart in one case and three in the other.

In the example x = 0.5/4 = 0.125 and x² = 0.015625, so

T_ortho = T_para = 0.0625/1.015625² = 0.0606.

At zero temperature and small voltage, with the Fermi energy of the leads at α, the conductance is (2e²/h)T, where h is now Planck's constant and the factor 2 counts the spins. With 2e²/h = 77.48 µS this is 4.69 µS for ortho and para, and zero for meta.

For weak contacts (5) reduces to T ≈ 4x² = Γ²/(4β²). Since (1 + x²)² − 4x² = (1 − x²)² ≥ 0, T never exceeds 1, and it reaches 1 at x = 1, that is at Γ = 4|β|. Stronger contacts reduce it again.

**Why the meta terms cancel**

Replace k by π − k. The level energy changes sign, E_k − α → −(E_k − α), and

cos[(π − k)r] = (−1)^r cos(kr).

The contribution p_k is thus multiplied by (−1)^(r+1). Each filled level has an empty partner at the opposite energy. For even r the partners cancel, and for odd r they are equal. In the para case the two pairs of partners still oppose each other, with +0.1667 from the outer levels and −0.6667 from the inner ones, but the cancellation is incomplete.

The same fact can be seen without orbitals. Divide the atoms into odd and even ones. Every bond joins an odd atom to an even one, so with the odd atoms listed first, H − α has the block form

H − α = [0, B; Bᵀ, 0],

where the semicolon separates the rows. If B can be inverted, the inverse is [0, (Bᵀ)⁻¹; B⁻¹, 0], as multiplication shows. It has no elements between atoms of the same kind. Meta contacts are of the same kind, while ortho and para contacts are not.

Changes of the model that keep this block form, with B still invertible, therefore leave the meta zero at E = α. Add a coupling 0.1β between opposite atoms. It joins odd to even atoms, the block form remains, and T_meta at E = α is still zero. Now add instead a coupling vβ, with v = 0.1, between all atoms two bonds apart. It joins atoms of the same kind, and the argument fails.

To first order in v, the amplitude βg₂ at y = 0 changes by v times a sum over pairs of different even atoms. Each term is the amplitude from atom 1 to one of them times the amplitude from the other to atom 3. For atoms 2, 4, 6 the first set is (−1/2, +1/2, −1/2) and the second is (−1/2, −1/2, +1/2). The sum over different atoms is the product of the totals minus the terms with equal atoms:

(−1/2)(−1/2) − (1/4 − 1/4 − 1/4) = 1/2.

Near the centre βg₂ ≈ y/4 without the extra coupling. The zero therefore moves to y/4 + v/2 = 0, or y ≈ −2v, which is E ≈ +0.2|β|. A numerical search for the zero of the matrix element, with v = 0.1 kept in full, gives E = 0.204|β|. At E = α the transmission is then 6.4 × 10⁻⁴. The zero has been displaced from α, not removed. The extra coupling also moves the levels, to E_k = α + 2β cos k + 2vβ cos 2k, that is −2.2, −0.9 (twice), +1.1 (twice) and +1.8 in units of |β|. So α is no longer the middle of the gap, which now lies at +0.1|β|, and the zero sits about 0.1|β| above it.

**The words "at the band centre"**

The other connections may have zeros elsewhere. To find them, put (3) into (4). With γ = Γ/|β| and Γ/β = −γ,

T = γ²n_r² / |d − iγn₀ − γ²(n₀² − n_r²)/(4d)|².

Write w = y². Then n₀² = w(w − 3)², and the differences factorize:

ortho: n₀² − n₁² = (w − 4)(w² − 3w + 1)
meta: n₀² − n₂² = (w − 4)w(w − 2)
para: n₀² − n₃² = (w − 4)(w − 1)².

Since d = (w − 1)(w − 4), the para result simplifies to

T_para = 4γ² / |d − iγn₀ − γ²(w − 1)/4|².

Its numerator is constant and its denominator is finite, so T_para has no zero at any finite energy. For the other two a factor w − 1 remains below the last term. Multiplying numerator and denominator by (w − 1)² gives

T = γ²n_r²(w − 1)² / |(w − 1)(d − iγn₀) − γ²q/4|²,

with q = w² − 3w + 1 for ortho and q = w(w − 2) for meta. The numerator vanishes at y = ±1 and where n_r = 0. The denominator does not vanish at these points. At w = 1 it contains q = −1 in both cases. At w = 2, for ortho, n₀ = −y is not zero. At y = 0, for meta, (w − 1)d = −4. The complete lists of zeros are

ortho: y = ±1, ±√2
meta: y = 0, ±1
para: none.

The zeros at y = ±1 lie at ring levels, where one might expect a resonance. The reason is that, for ortho and meta, the degeneracy allows an orbital with a node at one contact atom and not at the other. The real orbital χ_j = sin[k(j − 1)], with k = π/3 or 2π/3, belongs to such a level and vanishes at atom a. Multiply (1) by χ_j and sum over j. The terms with E and H cancel because χ is an orbital of H at this energy, and the terms at atom a drop out. What remains is

0 = −i(Γ/2)χ_bφ_b.

For ortho and meta χ_b = sin(kr) is not zero, so φ_b = 0 and nothing is transmitted. For para χ_b = sin(3k) = 0, and the argument gives no restriction. There d = 0, w = 1 and n₀ = ∓2, and the para formula, taken as the limit at the level, gives T = 4γ²/(4γ²) = 1.

The transmission at a few energies, from (2) to (4) with Γ = 0.5|β|, shows how the order of the connections depends on E:

E = 0.1|β|: ortho 0.0614, meta 0.00016, para 0.0620
E = 0.5|β|: ortho 0.090, meta 0.0076, para 0.116
E = 1.2|β|: ortho 0.044, meta 0.189, para 0.453.

At the last energy meta transmits more than ortho. Near the band centre the meta formula has numerator γ²y² and denominator 16 to leading order, so

T_meta ≈ γ²y²/16.

At E = 0.1|β| this is 0.25 × 0.01/16 = 0.00016, as listed.

Because T_meta vanishes at a single energy in the gap and rises quadratically on both sides, a finite voltage, which admits a range of energies, gives a nonzero current. A finite temperature drives no current by itself, but it averages T over a range of energies and so makes the small-voltage conductance nonzero. The conductance is also nonzero for a Fermi energy inside the gap but away from α. The result also assumes that the electron crosses coherently and that each lead touches one p_z orbital. Current through the σ electrons, or directly from lead to lead, is outside the model and can make the transmission at E = α nonzero.

Numbers in the example were calculated in double precision.
